# Electromagnon coupling: conserved infrared strength and a larger static dielectric susceptibility

## 1. The situation and the model

In some magnets with non-collinear spin order, a far-infrared absorption line appears below the ordering temperature and responds to the electric field of the light. It is called an electromagnon. A spin wave carries no charge, so its electric strength must be borrowed from charges that respond to the spins. Here the lender is a polar phonon; a direct electronic contribution is considered in Section 8. Two questions follow for anyone who fits such spectra: is the total infrared strength changed by the loan, and what happens to the static dielectric response?

Take one zone-centre polar phonon per cell of volume $V$, with displacement $u$, mode mass $\mu$ and mode charge $q$. Use the mass-weighted coordinate $Q=\sqrt{\mu}\,u$ and the charge $Z=q/\sqrt{\mu}$, so that the polarization is $ZQ/V$. A magnetic oscillator $M$ has no electric dipole. The potential energy per cell in a macroscopic field $E$ inside the sample is

$$U=\tfrac12\omega_p^2Q^2+\tfrac12\omega_m^2M^2+gQM-ZQE, \tag{1}$$

and the kinetic energy is $\tfrac12\dot Q^2+\tfrac12\dot M^2$. Here $\omega_p$ and $\omega_m$ are the bare frequencies, those at $g=0$. The quadratic form is positive, and the state $Q=M=0$ stable, if

$$g^2<\omega_p^2\omega_m^2 . \tag{2}$$

All comparisons between coupled and uncoupled systems below hold $\omega_p$, $\omega_m$, $Z$ and $V$ fixed. The electronic background is taken as constant and left out of $\chi$.

**Why a spin wave is such an oscillator.** Spins precess, so their equations are of first order in time. Let $m_1$ and $m_2$ be the two conjugate small deviations of a magnon, with energy $\tfrac12am_1^2+\tfrac12bm_2^2+\lambda Qm_1$ and $a,b>0$. Hamilton's equations are $\dot m_1=bm_2$ and $\dot m_2=-am_1-\lambda Q$. Differentiating the first and inserting the second gives $\ddot m_1=-ab\,m_1-b\lambda Q$. With $M=m_1/\sqrt b$ this becomes

$$\ddot M+\omega_m^2M+gQ=0,\qquad \omega_m^2=ab,\quad g=\sqrt b\,\lambda .$$

Since $\dot M=\sqrt b\,m_2$, the term $\tfrac12bm_2^2$ is the kinetic energy $\tfrac12\dot M^2$.

**Where a bilinear term can come from.** Suppose the phonon modulates an exchange energy $J(Q)\,\mathbf S_1\cdot\mathbf S_2$ between spins of length $s$ at angle $\varphi$. The part linear in $Q$ and in the change $\delta\varphi$ is $-J'(0)s^2\sin\varphi\;Q\,\delta\varphi$. It vanishes for collinear spins and can survive in a spiral, provided that the sum over bonds does not cancel.

## 2. The response function

Add friction $\gamma_p\dot Q$ and $\gamma_m\dot M$ with positive coefficients, and let everything vary as $e^{-i\omega t}$. Then $\ddot Q\to-\omega^2Q$ and $\gamma_p\dot Q\to-i\omega\gamma_pQ$. With

$$A=\omega_p^2-\omega^2-i\gamma_p\omega,\qquad B=\omega_m^2-\omega^2-i\gamma_m\omega,$$

the equations of motion are $AQ+gM=ZE$ and $BM+gQ=0$. The field is absent from the second because $M$ is chargeless. It gives $M=-gQ/B$, and the first becomes $(A-g^2/B)Q=ZE$. From $ZQ/V=\varepsilon_0\chi E$,

$$\boxed{\;\chi(\omega)=\frac{S}{A-g^2/B}=\frac{S\,B}{AB-g^2},\qquad S=\frac{Z^2}{\varepsilon_0V}=\frac{q^2}{\varepsilon_0\mu V}\;} \tag{3}$$

This is the form to implement. The friction $\gamma_m\dot M$ is a simple model of magnetic damping: if both components of the precessing spin relax toward the instantaneous energy minimum, as in Landau–Lifshitz damping, the height and shape of the magnetic line can change, while $\chi(0)$ does not. In wavenumbers, divide every frequency and linewidth by $2\pi c$, and divide $g$ and $S$ by $(2\pi c)^2$; equation (3) keeps its form.

For $\gamma_m=0$ the numerator vanishes at $\omega=\omega_m$: the force of the magnetic oscillator then cancels the electric force on the phonon. The bare magnon frequency is therefore a zero of the ionic response and not an absorption peak. Damping fills in this zero.

## 3. Total strength

**No pole in the upper half-plane.** At a pole there is a non-zero vector $x=(Q,M)$ that moves without a field. Contract its equation with $x^\dagger$, normalize $x^\dagger x=1$ and put $s=-i\omega$. The result is $s^2+\bar\gamma s+\bar d=0$, where $\bar\gamma=\gamma_p|Q|^2+\gamma_m|M|^2>0$, and $\bar d>0$ by (2). Both roots of such a quadratic have negative real part. Since $\mathrm{Re}\,s=\mathrm{Im}\,\omega$, all poles lie in the lower half-plane.

**High frequency.** For large $\omega$, $g^2/B=O(\omega^{-2})$, so

$$\chi=\frac{S}{-\omega^2-i\gamma_p\omega+\omega_p^2+O(\omega^{-2})}=-\frac{S}{\omega^2}+\frac{iS\gamma_p}{\omega^3}+O(\omega^{-4}). \tag{4}$$

The leading term does not contain $g$: the charged mass is then free, and no spring matters.

**Contour.** Integrate $\omega\chi(\omega)$ along the real axis from $-R$ to $R$ and back on a large upper semicircle. The total is zero. On the arc $\omega\chi\to-S/\omega$, which contributes $-i\pi S$. Hence $\int_{-\infty}^{\infty}\omega\chi\,d\omega=i\pi S$, taken with symmetric limits. Because $\mathrm{Re}\,\chi$ is even and $\mathrm{Im}\,\chi$ odd, the real part integrates to zero and the imaginary part doubles:

$$\boxed{\;\frac2\pi\int_0^\infty\omega\,\mathrm{Im}\,\chi(\omega)\,d\omega=S\quad\text{for every stable }g\;} \tag{5}$$

In terms of the conductivity $\sigma_1=\varepsilon_0\omega\,\mathrm{Im}\,\chi$, the integral $\int_0^\infty\sigma_1d\omega$ equals $\pi\varepsilon_0S/2$. An integral stopped at a high cutoff $\Omega$ misses, by (4), the fraction $2\gamma_p/(\pi\Omega)$ to leading order.

**Quantum origin.** Without friction, the Hamiltonian is $H=\tfrac12P^2+{}$terms that commute with $Q$. Then $[H,Q]=-i\hbar P$ and $[Q,[H,Q]]=\hbar^2$. Writing out the double commutator as $2QHQ-Q^2H-HQ^2$ and taking its ground-state average gives

$$\sum_nf_n=1,\qquad f_n=\frac{2(E_n-E_0)|\langle n|Q|0\rangle|^2}{\hbar^2}, \tag{6}$$

where $Sf_n$ is the strength of the transition at $\omega_n=(E_n-E_0)/\hbar$. A coupling that depends on $Q$ but not on $P$ leaves the commutator alone, whatever the magnetic system is.

## 4. Static susceptibility

At $\omega=0$ the friction drops out. Minimizing (1) over $M$ gives $M=-gQ/\omega_m^2$. Inserted in (1), the two magnetic terms become $\tfrac12g^2Q^2/\omega_m^2-g^2Q^2/\omega_m^2=-\tfrac12g^2Q^2/\omega_m^2$, so

$$U_{\min}(Q)=\tfrac12\Big(\omega_p^2-\frac{g^2}{\omega_m^2}\Big)Q^2-ZQE .$$

The magnetic coordinate yields to the phonon and lowers its stiffness. Minimizing over $Q$,

$$\boxed{\;\chi(0)=\frac{S}{\omega_p^2-g^2/\omega_m^2}=\frac{S}{\omega_p^2}\,\frac1{1-\kappa^2},\qquad\kappa=\frac g{\omega_p\omega_m}\;} \tag{7}$$

For $0<\kappa^2<1$ this exceeds $S/\omega_p^2$. The sign of $g$ does not matter, since it can be absorbed in the sign of $M$.

## 5. Modes, and why both statements hold

Set the friction to zero and let $x=\omega^2$. The poles of (3) solve $(\omega_p^2-x)(\omega_m^2-x)=g^2$:

$$\omega_\pm^2=\tfrac12(\omega_p^2+\omega_m^2)\pm\tfrac12\sqrt{(\omega_p^2-\omega_m^2)^2+4g^2}. \tag{8}$$

Write $\chi/S=(\omega_m^2-x)/[(\omega_+^2-x)(\omega_-^2-x)]$ as $f_-/(\omega_-^2-x)+f_+/(\omega_+^2-x)$. Multiplying by one denominator and setting $x$ to its root gives

$$f_-=\frac{\omega_m^2-\omega_-^2}{\omega_+^2-\omega_-^2},\qquad f_+=\frac{\omega_+^2-\omega_m^2}{\omega_+^2-\omega_-^2}. \tag{9}$$

At $x=\omega_m^2$ the function $(\omega_p^2-x)(\omega_m^2-x)-g^2$ equals $-g^2$, so $\omega_m^2$ lies between the roots and both fractions are positive. They add to one. Their first moment in $\omega^2$ is

$$f_-\omega_-^2+f_+\omega_+^2=\frac{\omega_+^4-\omega_-^4-\omega_m^2(\omega_+^2-\omega_-^2)}{\omega_+^2-\omega_-^2}=\omega_+^2+\omega_-^2-\omega_m^2=\omega_p^2, \tag{10}$$

where the last step uses the sum of the roots in (8). Coupling thus spreads the strength over two frequencies while fixing both its total and its mean $\omega^2$. The static response weights it by $1/\omega^2$. By the Cauchy–Schwarz inequality,

$$1=\Big(\sum_j\sqrt{f_j}\,\omega_j\,\frac{\sqrt{f_j}}{\omega_j}\Big)^2\le\omega_p^2\sum_j\frac{f_j}{\omega_j^2}=\frac{\omega_p^2\,\chi(0)}S , \tag{11}$$

with equality if all the strength sits at one frequency. The low-frequency part gains more in $1/\omega^2$ than the high-frequency part loses.

The argument does not ask which bare frequency is lower. If $\omega_m>\omega_p$, the new magnetic line lies above the phonon and takes strength upward. The static response still rises: the softening of the phonon-like mode, together with the new line's own contribution, outweighs the strength which that mode loses.

**Weak coupling.** Let $\Delta=\omega_p^2-\omega_m^2>0$, $|g|\ll\Delta$ and $\kappa^2\ll1$; the last condition keeps the system far from the instability. Expanding the root in (8) gives $\omega_-^2\simeq\omega_m^2-g^2/\Delta$, so $f_-\simeq g^2/\Delta^2$. To order $g^2$, the electromagnon's own static contribution and the net rise are

$$\frac{Sf_-}{\omega_-^2}\simeq\frac{Sg^2}{\Delta^2\omega_m^2},\qquad \chi(0)-\frac S{\omega_p^2}\simeq\frac{Sg^2}{\omega_p^4\omega_m^2}.$$

Their ratio is $(1-\omega_m^2/\omega_p^2)^{-2}>1$. The line's own contribution overstates the net rise because the phonon loses strength and hardens. The two agree when $\omega_m\ll\omega_p$.

**Approach to instability.** From (8), $\omega_+^2\omega_-^2=\omega_p^2\omega_m^2-g^2$. As $\kappa^2\to1$, $\omega_-\to0$ and $\chi(0)$ diverges, while $f_-$ tends to the finite value $\omega_m^2/(\omega_p^2+\omega_m^2)$. Beyond this point $Q$ and $M$ acquire static values, and (1) needs higher-order terms.

**Recovering the parameters.** If damping is weak and two fitted lines give $S_\pm$ and $\omega_\pm$, then $S=S_++S_-$, $f_\pm=S_\pm/S$, and

$$\omega_p^2=f_+\omega_+^2+f_-\omega_-^2,\quad \omega_m^2=f_-\omega_+^2+f_+\omega_-^2,\quad g^2=f_+f_-(\omega_+^2-\omega_-^2)^2. \tag{12}$$

The second relation follows from the sum of the roots, and the third from $g^2=\omega_p^2\omega_m^2-\omega_+^2\omega_-^2$ after multiplying out with $f_++f_-=1$. When $\gamma_p\ne\gamma_m$, friction couples the undamped modes, and broad lines should be fitted with (3) itself.

## 6. The kind of coupling matters

Two other bilinear couplings show what the result needs.

*Phonon momentum to $M$.* Add $\lambda PM$ to the Hamiltonian in place of $gQM$, with $\lambda^2<\omega_m^2$. Now $[H,Q]=-i\hbar(P+\lambda M)$, and the double commutator is still $\hbar^2$, so $S$ is conserved. In a static field, stationarity requires $P+\lambda M=0$ and $\omega_m^2M+\lambda P=0$, hence $M=P=0$ and $Q=ZE/\omega_p^2$. The static susceptibility does not change.

*Velocity to velocity.* Add $k\dot Q\dot M$ to the Lagrangian, with $k^2<1$ and the bare masses fixed. At high frequency the restoring forces are negligible, so $\ddot M=-k\ddot Q$ and $(1-k^2)\ddot Q=ZE$. The strength becomes $S/(1-k^2)$. Static equilibrium contains no velocities, and $\chi(0)$ is again unchanged.

For $\lambda=0.3\,\omega_m$ and $k=0.3$, numerical solution of Hamilton's equations gives strength ratios of 1 and 1.099, and a static ratio of 1 in both cases.

## 7. Worked example

The frequencies and the volume are rough values in the regime of TbMnO$_3$; the coupling, linewidths, charge and mass are model inputs: $\omega_p=120$, $\omega_m=65$ and $\sqrt g=60$ cm$^{-1}$, with $\gamma_p=5$ and $\gamma_m=10$ cm$^{-1}$. The mode charge is $1.5\,e$, the mode mass 25 u, and the volume 57 Å$^3$ per formula unit. Equation (3) then gives $S=7.77\times10^4$ cm$^{-2}$, or $\sqrt S=279$ cm$^{-1}$.

The coupling $g=3600$ cm$^{-2}$ gives $\kappa=3600/(120\times65)=0.4615$. The system is stable; instability would need $\sqrt g=88.3$ cm$^{-1}$. The static values are

$$\frac S{\omega_p^2}=\frac{77694}{14400}=5.40,\qquad\chi(0)=\frac{5.395}{1-0.4615^2}=6.86,$$

a rise of 1.46, or 27% of the uncoupled value.

In (8), the sum of the squared bare frequencies is 18625 cm$^{-2}$ and the square root is 12465 cm$^{-2}$. Hence $\omega_-^2=3080$ and $\omega_+^2=15545$ cm$^{-2}$:

- electromagnon: 55.5 cm$^{-1}$ (6.88 meV), with $f_-=(4225-3080)/12465=9.2\%$;
- phonon-like mode: 124.7 cm$^{-1}$ (15.5 meV), with $f_+=90.8\%$.

Their static contributions are $0.0919\times77694/3080=2.32$ and 4.54. The phonon's contribution has fallen from 5.40 by 0.86, and $2.32-0.86=1.46$ is the net rise. Reading the electromagnon's 2.32 as the dielectric step would overstate it by 59% of the step.

Quadrature of the damped loss reproduces (5) to within $10^{-5}$ of $S$, both with and without coupling. Below 90 cm$^{-1}$ the share of $S$ is 0.98% without coupling, which is the tail of the damped phonon, and 9.3% with it. The static value was also recovered from the loss. Dividing $\chi$ by $\omega$ and passing above the origin in the contour argument gives $\chi(0)=(2/\pi)\int_0^\infty\mathrm{Im}\,\chi\,d\omega/\omega$; this integral agrees with (7) to a relative $10^{-5}$. The same two tests hold for the reversed order $\omega_m=200$ cm$^{-1}$ with $g=12000$ cm$^{-2}$.

## 8. What the model leaves out

**A second polar phonon.** Let phonons $i$ have charges $Z_i$, frequencies $\omega_i$ and couplings $c_i$ to $M$. Statics gives $Q_i=(Z_iE-c_iM)/\omega_i^2$ and $\omega_m^2M+\sum_ic_iQ_i=0$. Eliminating $Q_i$ gives $M=-E\big(\sum_ic_iZ_i/\omega_i^2\big)\big/\big(\omega_m^2-\sum_ic_i^2/\omega_i^2\big)$. Inserting this in $\sum_iZ_iQ_i$, the rise is

$$\delta\chi(0)=\frac1{\varepsilon_0V}\,\frac{\big(\sum_ic_iZ_i/\omega_i^2\big)^2}{\omega_m^2-\sum_ic_i^2/\omega_i^2}. \tag{13}$$

In a stable system this is never negative, but the phonons interfere and the rise can vanish. A second phonon at 400 cm$^{-1}$ with the same charge and coupling strength changes the rise from 1.46 to 1.78 for equal coupling signs and to 1.24 for opposite signs.

**A direct electronic dipole.** Electronic polarization can also follow the spins without any motion of the ions. In the infrared this gives $M$ a charge $Z_m$ of its own and adds $-Z_mME$ to (1). Well above both modes, but below the electronic transitions, $Q\simeq-ZE/\omega^2$ and $M\simeq-Z_mE/\omega^2$. The infrared sum is then $(Z^2+Z_m^2)/(\varepsilon_0V)$ instead of $S$, and the charge of the lower mode is proportional to $Z_m-gZ/(\omega_p^2-\omega_-^2)$. The electromagnon gains strength if $gZZ_m<0$. If $gZZ_m>0$ it loses strength as long as $|Z_m|<2|gZ|/(\omega_p^2-\omega_-^2)$, which is $0.64|Z|$ in the example; it is dark at half this value and gains again above the full value. Equations (3), (5) and (7) hold for $Z_m=0$; where this fails, a fit needs $Z_m$ as a further parameter.

**A shift of the bare phonon.** Magnetic order can also change $\omega_p$, so a measurement across the transition need not be the fixed-parameter comparison made here. A bare phonon harder by 1% lowers $\chi(0)$ by 0.17. By (7) the rise is cancelled when $\omega_p^2$ increases by $g^2/\omega_m^2$, which takes $\omega_p$ to 132.2 cm$^{-1}$, a hardening of 10%. A measured step must therefore be corrected for any such shift before it is compared with (7).

**A spin is not a harmonic oscillator.** Replace $M$ by a spin of quantum number $s$, with energy $-\hbar\omega_ms_z+\lambda Qs_x$ and dimensionless spin operators. For small deviations $s_x\simeq\sqrt{s\omega_m/\hbar}\,M$, so $g=\lambda\sqrt{s\omega_m/\hbar}$. The strength sum (6) holds without this approximation. So does the second moment. Since $[H,Q]=-i\hbar P$, each $(E_n-E_0)\langle n|Q|0\rangle$ equals $-i\hbar\langle n|P|0\rangle$, and therefore

$$\sum_nf_n\omega_n^2=\frac{\langle[P,[H,P]]\rangle}{\hbar^2}=\Big\langle\frac{\partial^2H}{\partial Q^2}\Big\rangle=\omega_p^2 ,$$

because the coupling is linear in $Q$. Inequality (11) thus survives for the ground state, while (7) becomes approximate. Diagonalization for one phonon and one isolated spin gives a static gain factor of 1.256 for $s=2$ and 1.267 for $s=8$, against 1.271 from (7). For $s=2$ the rise is about 5% smaller than the harmonic one. Going from 20 to 28 phonon levels shifts the gain by no more than rounding error.

**Smaller effects.** The magnon also responds to the magnetic field of the light. If all spins moved in phase, its static magnetic susceptibility without the phonon coupling would be about $\mu_0(g_e\mu_B)^2s/(V\hbar\omega_m)=0.012$, where $g_e$ is the electron g-factor; this is 0.5% of the electric 2.32. In absorption the two enter through $n^2=\varepsilon\mu$, so the magnetic part is multiplied by the background dielectric constant $\varepsilon_b$; for $\varepsilon_b=25$ it would be about 13% of the electric line. At 10 K the thermal occupation of a 55.5 cm$^{-1}$ mode is $3\times10^{-4}$; lower-lying magnons are not covered by this estimate. A static field of 0.1 MV/cm displaces the phonon by 0.14 pm, against a bare zero-point amplitude of 7.5 pm, and tilts the spins by 6 mrad, so the field itself adds little to the spin angles. The zero-point tilt of an isolated spin is much larger, about $1/\sqrt{2s}=0.5$ per transverse component for $s=2$, but it does not by itself spoil (7): to order $g^2$ the spin and the oscillator give the same rise for any $s$. The relative error of the rise grows as $\kappa^2/s$ at weak coupling; for $s=2$ it is 0.05% at $\kappa=0.05$, 0.8% at $\kappa=0.2$ and 5.5% at the $\kappa=0.46$ of the example.

**Beside the real material.** TbMnO$_3$ has a spiral magnetic phase below roughly 30 K, with electromagnon absorption at some tens of cm$^{-1}$ and polar phonons from roughly 100 cm$^{-1}$ upward. The example's frequencies belong to that regime. Its charge, mass and coupling are model inputs, neither fitted nor computed from first principles, so the rise of 1.46 is not a prediction for the crystal. The real material has several polar phonons and more than one electromagnon. In the example, one extra phonon moves the rise by about 0.2 to 0.3, and a bare phonon that hardens by one percent at the transition lowers the measured step by 0.17. A fit that uses (3) for a real crystal should therefore include every polar phonon that couples appreciably, and should let the bare frequencies vary with temperature.

The full list of computed values is in the numerical output.

## Table of computed values

```
Bare phonon frequency: 120 cm^-1
Bare magnon frequency: 65 cm^-1
Square root of coupling g: 60 cm^-1
Phonon, magnon linewidths: phonon: 5 cm^-1
Phonon, magnon linewidths: magnon: 10 cm^-1
Mode charge: 1.5 e
Mode mass: 25 u
Volume per formula unit: 57 A^3
Total strength S: 77694 cm^-2
Square root of S: 278.7 cm^-1
kappa = g/(wp wm): 0.4615
Critical square root of g: 88.32 cm^-1
Electromagnon frequency: 55.5 cm^-1
Electromagnon energy: 6.881 meV
Upper mode frequency: 124.7 cm^-1
Upper mode energy: 15.46 meV
Electromagnon share of S: 9.185 %
Upper mode share of S: 90.82 %
Integrated strength / S, uncoupled: 1
Integrated strength / S, coupled: 1
Share of S below 90 cm^-1, uncoupled: 0.9808 %
Share of S below 90 cm^-1, coupled: 9.332 %
Static chi, uncoupled: 5.395
Static chi, coupled: 6.856
Rise of static chi: 1.46
Static gain factor, formula: 1.27068
Static gain factor, energy minimum: 1.27068
Electromagnon part of static chi: 2.317
Upper mode part of static chi: 4.539
Momentum-M coupling 0.3: strength ratio: 1
Momentum-M coupling 0.3: static ratio: 1
Velocity coupling 0.3: strength ratio: 1.099
Velocity coupling 0.3: static ratio: 1
Spin quantum number: 2
Spin 2: strength ratio: 1
Spin 2: static gain factor: 1.25587
Spin 8: static gain factor: 1.26668
Spin 2 gain, shift from 20 to 28 phonon levels: 2.2e-16
Second phonon frequency: 400 cm^-1
Rise with second phonon, same coupling sign: 1.778
Rise with second phonon, opposite sign: 1.24
Change of chi for 1% harder bare phonon: -0.1707
Bare phonon frequency cancelling the rise: 132.2 cm^-1
Hardening cancelling the rise: 10.14 %
Direct magnetic susceptibility, in-phase spins: 0.01178
Temperature: 10 K
Thermal electromagnon occupation: 0.0003406
Applied field: 0.1 MV/cm
Static phonon displacement in that field: 0.144 pm
Bare phonon zero-point amplitude: 7.496 pm
Static spin tilt in that field: 6.022 mrad
```
